# Exchange and ring correlation from Gaussian fluctuations about the Hartree saddle

## 1. Definitions and conventions

Electrons occupy a finite set of orthonormal sites $i$ and carry a flavour $\sigma=1,\dots,M$. For spin-½ electrons $M=2$. With $n_i=\sum_\sigma c^\dagger_{i\sigma}c_{i\sigma}$, the Hamiltonian is

$$H=\sum_{ij\sigma}h_{ij}c^\dagger_{i\sigma}c_{j\sigma}+\tfrac12\sum_{ij\sigma\sigma'}w_{ij}\,c^\dagger_{i\sigma}c^\dagger_{j\sigma'}c_{j\sigma'}c_{i\sigma}.$$

The matrix $w$ is real, symmetric and positive definite, and $h$ is real, so orbitals can be chosen real. We set $\hbar=1$. The inverse temperature is $\beta$, the chemical potential $\mu$, and $\Omega=-\beta^{-1}\ln\mathrm{Tr}\,e^{-\beta(H-\mu N)}$. Bosonic Matsubara frequencies are $\omega_n=2\pi n/\beta$.

In the Hartree state, with $\delta n_i=n_i-\langle n_i\rangle$, define

$$\chi_{0,ij}(\tau)=-\langle T\,\delta n_i(\tau)\delta n_j(0)\rangle,\qquad \chi_0(i\omega_n)=\int_0^\beta d\tau\,e^{i\omega_n\tau}\chi_0(\tau).$$

The result to be derived is

$$\Omega\simeq\Omega_H-\tfrac12\sum_i w_{ii}\langle n_i\rangle+\frac1{2\beta}\sum_n\mathrm{Tr}\ln[1-w\chi_0(i\omega_n)].\tag{1}$$

The middle term is essential: the logarithm contains exchange together with a self-interaction, and the middle term removes the latter.

To give "Gaussian order" a meaning, write $w=v/M$ with $v$ fixed. Equation (1) then holds with an error of order $1/M$. At $M=2$ it is an approximation.

## 2. Normal ordering and the auxiliary field

Moving $c_{i\sigma}$ past $c^\dagger_{j\sigma'}$ gives

$$n_in_j=\sum_{\sigma\sigma'}c^\dagger_{i\sigma}c^\dagger_{j\sigma'}c_{j\sigma'}c_{i\sigma}+\delta_{ij}n_i .$$

The interaction is therefore $\frac12 n\cdot w\,n-\frac12\sum_iw_{ii}n_i$. The second piece is a one-body operator.

Divide $\beta$ into slices of length $\Delta$. The $n_i$ commute, so they act as numbers within the interaction factor of one slice. A real Gaussian field $\phi$ of zero mean and covariance $w/\Delta$ obeys

$$\big\langle e^{-i\Delta\,\phi\cdot n}\big\rangle_\phi=e^{-\frac12\Delta^2\,n\cdot(w/\Delta)n}=e^{-\frac12\Delta\,n\cdot w\,n}.$$

This is the Hubbard-Stratonovich identity. The factor $i$ is needed because $w$ is positive definite: a real exponent would give $e^{+\frac12\Delta\,n\cdot w\,n}$.

For a given field the flavours are independent. Let $z[\phi]$ be the trace for one flavour with one-body Hamiltonian $h-\mu+i\phi(\tau)$. Since $w^{-1}=Mv^{-1}$, the integrand is $e^{-Ms[\phi]}$, apart from the normal-ordering term, with

$$s[\phi]=\tfrac12\int_0^\beta d\tau\,\phi\cdot v^{-1}\phi-\ln z[\phi].$$

The normal-ordering term replaces $i\phi_i$ by $i\phi_i-v_{ii}/2M$. This changes $M\ln z$ by a quantity of order one, so the term belongs to the same order as the fluctuations.

## 3. The Hartree saddle

Try a static imaginary field, $i\phi=u$ with $u$ real. Let $\Omega_0[u]$ be the one-flavour grand potential of free electrons with Hamiltonian $h+u$. Since $\phi\cdot v^{-1}\phi=-u\cdot v^{-1}u$,

$$s/\beta=F[u]=\Omega_0[u]-\tfrac12u\cdot v^{-1}u .$$

Now $\partial\Omega_0/\partial u_i=\nu_i$, the density per flavour. Stationarity gives $u=v\nu$, the Hartree equation. Then $u\cdot v^{-1}u=\nu\cdot v\nu$, and

$$\Omega_H=MF=M\left(\Omega_0-\tfrac12\nu\cdot v\nu\right).$$

The subtraction corrects the double counting of the interaction in the level energies. The second derivative of $\Omega_0$ is minus an integrated density correlation and cannot be positive. Hence $F$ is strictly concave and has one stationary point.

To use this point, put $\phi=-iu+\eta$ with $\eta$ real. The sliced integrand is analytic and decays as a Gaussian, which permits the shift of contour. The Gaussian factor has its largest modulus at $\eta=0$. So does the fermion trace: on $L$ slices it is $\mathrm{Tr}\prod_l AU_l$, where $A$ is positive and $U_l=e^{-i\Delta\eta_l\cdot n}$ is unitary. Hölder's inequality for traces gives $|\mathrm{Tr}\prod_lAU_l|\le\mathrm{Tr}A^L$. The saddle therefore dominates at large $M$ for a fixed slicing. We take the continuous-time limit afterwards, without proving here that the two limits commute.

## 4. Quadratic fluctuations

The Gaussian part of $s$ expands as

$$\tfrac12\int\phi\cdot v^{-1}\phi=-\tfrac\beta2u\cdot v^{-1}u-i\int\eta\cdot v^{-1}u+\tfrac12\int\eta\cdot v^{-1}\eta .$$

For the fermions, the cumulant expansion of $\langle Te^{-i\int\eta\cdot n}\rangle$ gives

$$-\ln z=\beta\Omega_0+i\int\eta\cdot\nu-\tfrac12\iint\eta(\tau)\cdot\tilde\chi_0(\tau-\tau')\eta(\tau')+\dots$$

Here $\tilde\chi_0=\chi_0/M$ is the response per flavour. The sign follows from $(-i)^2=-1$, the minus sign before the logarithm, and $\langle T\delta n\,\delta n\rangle=-\tilde\chi_0$. The linear terms cancel because $v^{-1}u=\nu$. With $\eta(\tau)=\beta^{-1/2}\sum_n\eta_ne^{-i\omega_n\tau}$,

$$s=\beta F+\tfrac12\sum_n\eta_n^\dagger[v^{-1}-\tilde\chi_0(i\omega_n)]\eta_n+\dots$$

The reality of $\eta$ makes $\eta_{-n}=\eta_n^*$. The zero mode gives $\det^{-1/2}$, and each pair $\pm n$ gives $\det^{-1}$, which is $\det^{-1/2}$ per frequency. The normalization of the field has the same form with $\tilde\chi_0=0$, so the factors $M$ cancel:

$$\prod_n\left\{\frac{\det[v^{-1}-\tilde\chi_0]}{\det v^{-1}}\right\}^{-1/2}=\prod_n\det[1-v\tilde\chi_0(i\omega_n)]^{-1/2}.$$

Taking $-\beta^{-1}\ln$ and using $v\tilde\chi_0=w\chi_0$ gives the last term of (1). At the saddle the normal-ordering term contributes $-\frac12\sum_iv_{ii}\nu_i=-\frac12\sum_iw_{ii}\langle n_i\rangle$.

For the remainder, note that $\eta\sim M^{-1/2}$. The cubic term $M\eta^3\sim M^{-1/2}$ is odd and first contributes through its square. The quartic term is $M\eta^4\sim1/M$. The coupling of the normal-ordering term to $\eta$ also enters $\Omega$ at order $1/M$.

## 5. The response function

Let $\psi_{ia}$ be the Hartree orbitals, $\varepsilon_a$ their energies and $f_a$ their Fermi occupations. For one flavour, Wick's theorem gives each pair $a,b$ the correlation $f_a(1-f_b)e^{(\varepsilon_a-\varepsilon_b)\tau}$ for $\tau>0$. Its transform is

$$f_a(1-f_b)\frac{e^{\beta(\varepsilon_a-\varepsilon_b)}-1}{i\omega_n+\varepsilon_a-\varepsilon_b}=\frac{f_b-f_a}{i\omega_n+\varepsilon_a-\varepsilon_b},$$

because $f_ae^{\beta\varepsilon_a}=1-f_a$ and $(1-f_b)e^{-\beta\varepsilon_b}=f_b$, with energies measured from $\mu$. Including the minus sign of $\chi_0$,

$$\tilde\chi_{0,ij}(i\omega_n)=\sum_{ab}\psi_{ia}\psi_{ja}\psi_{ib}\psi_{jb}\frac{f_a-f_b}{i\omega_n+\varepsilon_a-\varepsilon_b}.$$

For equal levels the fraction is $-\beta f_a(1-f_a)$ at $\omega_n=0$ and zero otherwise. Adding the terms $ab$ and $ba$ leaves a real weight proportional to $(f_a-f_b)(\varepsilon_a-\varepsilon_b)\le0$. Thus $\chi_0$ has no positive eigenvalue, and $1-w\chi_0$ has eigenvalues of at least one. The Gaussian integral is stable.

## 6. Exchange and rings

Expand $\ln(1-x)=-x-x^2/2-\dots$. The frequency sum of the first term returns the equal-time correlation:

$$-\frac1{2\beta}\sum_n\mathrm{Tr}\,w\chi_0(i\omega_n)=\tfrac12\sum_{ij}w_{ij}\langle\delta n_i\delta n_j\rangle .$$

With $\rho_{ij}=\langle c^\dagger_{i\sigma}c_{j\sigma}\rangle$, Wick's theorem gives $\langle\delta n_i\delta n_j\rangle=M(\delta_{ij}\rho_{ii}-\rho_{ij}^2)$. The first-order term is therefore

$$\tfrac12\sum_iw_{ii}\langle n_i\rangle-\tfrac M2\sum_{ij}w_{ij}\rho_{ij}^2 .$$

The first part cancels against the normal-ordering term in (1). The second is the exchange energy $E_x$. In the continuum $w_{ii}$ becomes the Coulomb interaction at zero distance, so the logarithm diverges by itself. The cancellation must be made before the continuum limit.

The remainder is the ring correlation,

$$\Omega_{\rm ring}=\frac1{2\beta}\sum_n\mathrm{Tr}\{\ln[1-w\chi_0]+w\chi_0\}\le0,$$

where the sign follows from $\ln(1+y)\le y$. Where the eigenvalues of $-w\chi_0$ are below one, it can be expanded in powers of $w$, and the term of order $k$ joins $k$ response bubbles in a ring by $k$ interaction lines. The logarithm itself needs no such condition.

Loop counting shows what is missing. Each closed fermion loop gives a factor $M$ and each interaction $1/M$. A ring has equally many of both and is of order one. Second-order exchange has one loop and two interactions, so it is of order $1/M$. The same holds for two exchange self-energies on one loop, which begin the relaxation of the orbitals beyond Hartree.

## 7. A two-site model with many flavours

Take hopping $-t$, site energies $\pm0.3t$, $\mu=0.9t$, $\beta=2/t$, and $v_{AA}=2.0t$, $v_{BB}=1.6t$, $v_{AB}=0.8t$. Iterating the Hartree equation gives $\nu_A=0.3457$, $\nu_B=0.5543$ and $\Omega_H/M=-1.43955t$. The Matsubara sum of the logarithm is $0.2755t$. The self-interaction is

$$\tfrac12(2.0\times0.3457+1.6\times0.5543)t=0.7891t .$$

Exchange is $-0.4718t$. The first-order part of the logarithm is thus $0.7891t-0.4718t=0.3174t$ from unrounded values, and the ring correlation is $0.27554t-0.31736t=-0.0418t$. The complete order-one term is

$$\Omega_1=0.2755t-0.7891t=-0.5136t .$$

The model can be diagonalized for large $M$. Each singly occupied flavour is a two-state pseudospin, and the Hamiltonian splits into blocks of fixed total pseudospin. The remainder $R=\Omega-\Omega_H-\Omega_1$ is:

| $M$ | $R/t$ |
|---|---|
| 2 | −0.0430 |
| 12 | −0.00709 |
| 24 | −0.00353 |
| 48 | −0.00176 |

Doubling $M$ from 24 to 48 reduces $R$ by a factor 2.003, as a $1/M$ remainder requires. At $M=2$ the remainder is as large as the ring correlation itself. The large-$M$ ordering is sound, but it does not guarantee accuracy for spin-½ electrons.

## 8. Zero temperature: the bosonic form

For a molecule in a finite orbital basis, set $M=2$ and replace site densities by $E_{pq}=\sum_\sigma c^\dagger_{p\sigma}c_{q\sigma}$. The Coulomb integrals form a positive semidefinite matrix and can be factorized as $(pq|rs)=\sum_LB^L_{pq}B^L_{rs}$. With $A_L=\sum_{pq}B^L_{pq}E_{pq}$, the interaction is

$$\tfrac12\sum_LA_L^2-\tfrac12\sum_{pqs}(pq|qs)E_{ps}.$$

One field decouples each square. The $A_L$ need not commute, but factorizing their exponentials costs only $O(\Delta^2)$ per slice, which vanishes in the continuous-time limit. The Gaussian derivation then carries over.

Let the Hartree state be a closed shell with a gap, $i$ occupied and $a$ empty. For a pair $s=(i,a)$ put $D_s=\varepsilon_a-\varepsilon_i$. The two time orderings and two spins give

$$2\left[\frac1{i\omega-D_s}-\frac1{i\omega+D_s}\right]=-\frac{4D_s}{\omega^2+D_s^2}.$$

Write $V_{st}=(ia|jb)$. Using $\det(1+XY)=\det(1+YX)$ to pass from the index $L$ to the pairs,

$$\det(1-w\chi_0)=\det\left[\delta_{st}+V_{st}\frac{4D_t}{\omega^2+D_t^2}\right]=\prod_s\frac{\omega^2+\Omega_s^2}{\omega^2+D_s^2}.$$

Here $\Omega_s^2$ are the eigenvalues of $D^2+4D^{1/2}VD^{1/2}$. At zero temperature $\beta^{-1}\sum_n\to\int d\omega/2\pi$. Since $\int\frac{d\omega}{2\pi}\frac{2\Omega}{\omega^2+\Omega^2}=1$, integrating over $\Omega$ from $D$ gives

$$E_G=\tfrac12\int\frac{d\omega}{2\pi}\ln\det(1-w\chi_0)=\tfrac12\sum_s(\Omega_s-D_s).\tag{2}$$

The density fluctuations are oscillators, and $E_G$ is the change of their zero-point energy caused by the interaction. The diagonal elements $V_{ss}$ shift each oscillator by itself, and the others couple different oscillators.

The second-order ring follows from $-\frac14\int\frac{d\omega}{2\pi}\mathrm{Tr}(w\chi_0)^2$. With

$$\int\frac{d\omega}{2\pi}\frac1{(\omega^2+D_s^2)(\omega^2+D_t^2)}=\frac1{2D_sD_t(D_s+D_t)},$$

it is

$$E^{(2)}_{\rm ring}=-\tfrac14\sum_{st}\frac{16D_sD_tV_{st}^2}{2D_sD_t(D_s+D_t)}=-2\sum_{st}\frac{V_{st}^2}{D_s+D_t}.$$

For two electrons in one orbital, the double excitations of ordinary second-order theory all involve opposite spins. With Hartree denominators they give $-\sum_{st}V_{st}^2/(D_s+D_t)$. The other half of the ring term is spurious self-correlation between equal spins. Because the Hartree orbitals leave out exchange, single excitations also couple to the Hartree determinant, with matrix element $-(ai|ii)$ for each spin. They add $-2\sum_a(ai|ii)^2/D_s$, with $s=(i,a)$, at second order. This is the orbital-relaxation term of section 6, and it is absent from (2).

## 9. Weak and strong coupling in one formula

Consider two electrons on two equal sites with hopping $-t$ and on-site repulsion $U$. Symmetry fixes the orbitals. There is one pair, with $D=2t$ and $V=U/2$. The Hartree energy is $-2t+U$ and the self-interaction is $U$. Equation (2) gives

$$E=-2t+U-U+\tfrac12\left(\sqrt{4t^2+4tU}-2t\right)=-3t+\sqrt{t^2+tU}.$$

The singlet Hamiltonian couples a covalent state of energy $0$ to an ionic state of energy $U$ by $-2t$. Its lowest energy is $E_{\rm exact}=U/2-\sqrt{U^2/4+4t^2}$. For $U\ll t$,

$$E\simeq-2t+\frac U2-\frac{U^2}{8t},\qquad E_{\rm exact}\simeq-2t+\frac U2-\frac{U^2}{16t}.$$

Exchange is right and the correlation is twice too large. For $U\gg t$, $E\simeq\sqrt{tU}-3t$, while $E_{\rm exact}\simeq-4t^2/U$. Both vanish as $t\to0$ at fixed $U$, so the separated-site limit is correct in this model, whose orbitals are frozen. It does not carry over to a flexible basis, where the Hartree orbitals change shape: for H₂ at 30 bohr in cc-pVTZ the same formula lies about 0.04 hartree above two hydrogen atoms. The approach to it is wrong: the approximate energy is positive and far larger in magnitude.

## 10. The molecular ion H₃⁺

Place the protons on an equilateral triangle of side 1.65 bohr, a chosen geometry. The Hartree equation is solved with Gaussian orbitals, and (2) is evaluated by diagonalization. The reference is full diagonalization of the two-electron Hamiltonian in the same basis. It does not correct for the finite basis, and it leaves out nuclear motion and relativity. Energies are in hartree and include proton repulsion where appropriate.

| Quantity | cc-pVDZ | cc-pVTZ |
|---|---|---|
| Hartree saddle | −0.6321 | −0.6370 |
| Self-interaction | 1.5183 | 2.1773 |
| Gaussian term $E_G$ | 0.8269 | 1.4788 |
| Exchange | −0.6228 | −0.6213 |
| Ring correlation | −0.0686 | −0.0773 |
| Total | −1.3235 | −1.3355 |
| Hartree-Fock | −1.2938 | −1.2996 |
| Full diagonalization | −1.3315 | −1.3415 |

In the larger basis the total is

$$-0.6370-2.1773+1.4788=-1.3355 .$$

The ring correlation is $-0.0773$ hartree, or $-2.10$ eV. This value is not converged in the basis: cc-pVQZ gives $-0.0797$ hartree, or $-2.17$ eV. From the smaller to the larger basis the self-interaction and the Gaussian term grow by 0.659 and 0.652 hartree. Exchange changes by 0.0015 and ring correlation by −0.0087. The large basis dependence of the self-interaction cancels in the net result, as section 6 requires. A smaller one remains: the total moves by −0.0120 from cc-pVDZ to cc-pVTZ, and by a further −0.0031 to cc-pVQZ.

The total lies 0.0060 hartree above the full diagonalization in cc-pVTZ (0.0080 in cc-pVDZ, 0.0045 in cc-pVQZ). This closeness hides two larger errors of opposite sign. Hartree plus exchange gives $-1.2583$, which is 0.0414 above Hartree-Fock because the orbitals were not relaxed under exchange. Correlation relative to Hartree-Fock is $-1.3415+1.2996=-0.0419$, so the ring value is too negative by 0.0353. The difference $0.0414-0.0353$ reproduces the net error to rounding. In cc-pVQZ the two errors are 0.0412 and 0.0367.

The second-order ring is $-0.0986$ in cc-pVTZ, so higher rings reduce the magnitude by 0.0214. The sign of this change is fixed. For the eigenvalues $y\ge0$ of $-w\chi_0$, the function $\ln(1+y)-y+y^2/2$ vanishes at $y=0$ and has derivative $y^2/(1+y)\ge0$, so the rings beyond second order add a non-negative amount. In cc-pVTZ the lowest pair energy is 0.455 and the lowest boson frequency is 0.536. Both depend on the basis: they are 0.45 and 0.52 in cc-pVQZ, and 0.44 and 0.49 in aug-cc-pVTZ. The second-order ring is $-0.1013$ in cc-pVQZ. By section 8, half of the second-order value, $-0.0493$, is spurious self-correlation.

Numbers in the example were calculated in double precision.
